\section*{Comment on inferring intermetallic stability from a negative formation energy}

\section{The argument under review}

The argument concerns a model intermetallic AB, proposed as the conductor of a 10 nm interconnect film that must survive an anneal of one hour at 700 K. It runs: ``The calculated formation energy of AB is $-0.33$ eV/atom. Energy is released when AB forms, so energy must be supplied to take it apart. AB is therefore the stable phase at this composition and will not decompose.''

The first statement is accepted. The question is whether the conclusion follows. The same set of calculations contains two other compounds, and their energies are needed for the answer. Let $x$ be the atomic fraction of B and $E$ the formation energy per atom.

\begin{center}
\begin{tabular}{lccc}
phase & $x$ & $E$ (eV/atom) & $\theta$ (K)\\
A & 0 & 0 & 390\\
A$_3$B & 1/4 & $-0.22$ & 380\\
AB & 1/2 & $-0.33$ & 360\\
AB$_2$ & 2/3 & $-0.48$ & 420\\
B & 1 & 0 & 410
\end{tabular}
\end{center}

The Debye temperatures $\theta$ are used later. All values are round model parameters. Until temperature is introduced, energies are static, the pressure is zero, and the amounts of A and B are fixed. Phases are large enough for their energies to add without interface terms.

\section{What the negative sign does prove}

For a piece of material with $n_A$ atoms of A, $n_B$ atoms of B, $N=n_A+n_B$ and total energy $E_{\rm tot}$,
\begin{equation}
E=\frac{E_{\rm tot}}{N}-(1-x)E_A-xE_B ,\qquad x=\frac{n_B}{N},
\label{def}
\end{equation}
where $E_A$ and $E_B$ are the energies per atom of the elemental solids. The reaction A + B $\to$ AB involves two atoms and changes the energy by $2E=-0.66$ eV. The negative sign thus excludes one decomposition, that into the elements. ``Taking AB apart'' can also mean rearranging its atoms into other compounds, and equation (\ref{def}) for AB alone says nothing about those.

\section{The comparison that decides}

Let a fraction $w_L$ of the atoms go into a phase $L$ with $x_L<x_C$, and a fraction $w_R$ into a phase $R$ with $x_R>x_C$, where $C$ is the candidate. Conservation of all atoms and of B atoms requires
\begin{equation}
w_L+w_R=1,\qquad w_Lx_L+w_Rx_R=x_C .
\end{equation}
Inserting $w_R=1-w_L$ in the second condition gives $x_R-w_L(x_R-x_L)=x_C$, hence
\begin{equation}
w_L=\frac{x_R-x_C}{x_R-x_L},\qquad w_R=\frac{x_C-x_L}{x_R-x_L}.
\label{lever}
\end{equation}
The mixture energy $h$ and the decomposition gap $g$ per atom are
\begin{equation}
h=w_LE_L+w_RE_R,\qquad g=E_C-h .
\label{gap}
\end{equation}
A positive $g$ means that decomposition releases energy. The elemental energies drop out: by (\ref{def}), each total energy is $NE+n_AE_A+n_BE_B$, and $n_A$ and $n_B$ are the same before and after the reaction.

Another structure with the same composition as $C$ would have to be compared with it directly. The list contains none, and it then suffices to examine pairs. Suppose that a lowest-energy mixture contains three or more phases with positive fractions $w_i$. The two conditions $\sum_i\delta_i=0$ and $\sum_i\delta_ix_i=0$ then have a nonzero solution $\delta_i$, because there are more unknowns than equations. Changing $w_i$ to $w_i+t\delta_i$ conserves the atoms and changes the energy by $t\sum_i\delta_iE_i$. This sum must vanish, since otherwise one sign of $t$ would lower the energy. We may therefore increase $t$ until one fraction reaches zero, at no cost. Repetition leaves at most two phases.

The lowest mixture energy as a function of $x$ is the lower convex hull of the points $(x_i,E_i)$. Within the listed phases, $C$ is stable if and only if no mixture of the others lies below it. Equality means coexistence without a driving force.

\section{The verdict for AB}

For A$_3$B and AB$_2$, equation (\ref{lever}) gives
\begin{equation}
w_L=\frac{2/3-1/2}{2/3-1/4}=\frac{1/6}{5/12}=0.4,\qquad w_R=0.6 ,
\end{equation}
and therefore
\begin{align}
h&=0.4(-0.22)+0.6(-0.48)=-0.376\ \text{eV/atom},\\
g&=-0.330+0.376=0.046\ \text{eV/atom}.
\end{align}
The other pairs give 0 for A + B, $-0.147$ for A$_3$B + B and $-0.360$ eV/atom for A + AB$_2$. The pair of neighbouring compounds is the lowest. AB is unstable by 0.046 eV/atom, or 4.4 kJ per mole of atoms, although its formation energy is negative.

In ten atoms, four go into one unit of A$_3$B and six into two units of AB$_2$:
\begin{equation}
5\,{\rm AB}\to{\rm A_3B}+2\,{\rm AB_2},\qquad \Delta E=-10g=-0.46\ \text{eV}.
\end{equation}
The formula units stand in the ratio 1:2, but the atoms in the ratio 4:6. Weighting energies per atom by formula units would give $(-0.22-0.96)/3=-0.393$ eV/atom. That number belongs to the composition $(1/4+4/3)/3=0.528$, not to AB.

Both products are themselves stable. A$_3$B lies 0.040 eV/atom below its best rival mixture, and AB$_2$ lies 0.260 eV/atom below its own. Yet A$_3$B has a less negative formation energy than AB. ``Two lower-energy neighbours'' must therefore be read as two neighbours whose atom-weighted mixture is lower; each need not be lower by itself.

The construction is general. Choose two neighbours with negative energies, so that $h<0$. Any candidate with $h<E_C<0$ has a negative formation energy and a positive gap. Further phases cannot rescue it, because enlarging the list of rivals cannot raise their lowest mixture energy. Here the interval runs from $-0.376$ to 0 eV/atom.

\section{The same verdict from chemical potentials}

One might hope to stabilize AB by growing it in contact with a reservoir. Let $m$ be the energy gained from the reservoir when an A atom is replaced by a B atom, measured from the elemental references. The phase selected is the one with the lowest
\begin{equation}
\phi_i=E_i-mx_i .
\end{equation}
For a phase $i$ to the left of $C$, the condition $\phi_C\le\phi_i$ reads $E_C-E_i\le m(x_C-x_i)$. Division by the positive difference $x_C-x_i$ gives a lower limit on $m$. A phase $j$ to the right gives an upper limit in the same way:
\begin{equation}
\frac{E_C-E_i}{x_C-x_i}\le m\le\frac{E_j-E_C}{x_j-x_C}.
\label{window}
\end{equation}
Call the two slopes $s_L$ and $s_R$ for the pair $L,R$. Since $w_L+w_R=1$,
\begin{align}
g&=w_L(E_C-E_L)-w_R(E_R-E_C)\nonumber\\
&=w_Ls_L(x_C-x_L)-w_Rs_R(x_R-x_C)\nonumber\\
&=w_Lw_R(x_R-x_L)(s_L-s_R),
\label{slopes}
\end{align}
where the last line uses (\ref{lever}) in the form $x_C-x_L=w_R(x_R-x_L)$ and $x_R-x_C=w_L(x_R-x_L)$. A positive gap for some pair is thus equivalent to an empty window.

For AB, $s_L=-0.11/0.25=-0.44$ eV and $s_R=-0.15/(1/6)=-0.90$ eV. No $m$ is both above $-0.44$ and below $-0.90$ eV. Equation (\ref{slopes}) returns $0.4\times0.6\times(5/12)\times0.46=0.046$ eV/atom. AB comes closest to selection at $m=-0.624$ eV, the slope of the line from A$_3$B to AB$_2$. There both neighbours have $\phi=-0.064$ eV and AB has $-0.018$ eV; the difference is again the gap. Within this set of phases, no reservoir that exchanges only A and B makes AB the equilibrium phase.

A direct comparison of formation energies can still prove stability in a special case. The phase with the lowest $E$ of the complete list has the lowest $\phi$ at $m=0$, so its window is not empty and it is stable. Here that phase is AB$_2$.

\section{Temperature can reverse the verdict}

At temperature $T$ the energies in (\ref{gap}) are replaced by free energies. A harmonic mode of frequency $\omega$, with $y=\hbar\omega/kT$, contributes
\begin{equation}
kT\left[\frac y2+\ln(1-e^{-y})\right]=kT\ln\!\left(2\sinh\frac y2\right)
\simeq kT\left(\ln y+\frac{y^2}{24}\right)
\end{equation}
for small $y$. In the Debye model there are three modes per atom, $y=u\theta/T$, and $u$ is distributed as $3u^2$ between 0 and 1. The averages are $\langle\ln u\rangle=\int_0^1 3u^2\ln u\,du=-1/3$ and $\langle u^2\rangle=3/5$, so that
\begin{equation}
F_{\rm vib}\simeq 3kT\ln\frac{\theta}{T}-kT+\frac{3}{40}\frac{k\theta^2}{T}.
\end{equation}
In the gap, terms common to all phases cancel because the weights add to one. To leading order,
\begin{equation}
g(T)\simeq g-3kT\ln\frac{\theta_{\rm mix}}{\theta_C},\qquad
\theta_{\rm mix}=\theta_L^{w_L}\theta_R^{w_R}.
\label{gT}
\end{equation}
In this high-temperature regime, a compound with $\theta_C<\theta_{\rm mix}$ has more vibrational entropy than its products, and its gap shrinks on heating. For $\theta_C>\theta_{\rm mix}$ the gap grows. Well below the Debye temperatures the comparison with $\theta_{\rm mix}$ no longer decides: if one product is much softer than the other, the gap of a compound with $\theta_C$ slightly below $\theta_{\rm mix}$ can first grow.

Here $\theta_{\rm mix}=403.5$ K and $\theta_C=360$ K. At 700 K, $kT=0.0603$ eV, and the shift is $3\times0.06032\times0.11412=0.0207$ eV/atom, which leaves 0.0253 eV/atom. The full Debye integral gives 0.0250. The difference agrees with the next term, $(3/40)k(\theta_C^2-w_L\theta_L^2-w_R\theta_R^2)/T=-0.0003$ eV/atom. At 400 K, a temperature of use, the full gap is 0.034 eV/atom.

In the opposite limit, $T=0$, each mode keeps $\hbar\omega/2$. With $\langle u\rangle=3/4$ this is $3\times\frac12\times\frac34\,k\theta=\frac98k\theta$ per atom. The atom-weighted mean of the products' Debye temperatures is 404 K, so the gap changes by $\frac98k(360-404\ {\rm K})=-0.0043$ eV/atom, to 0.0417.

Setting (\ref{gT}) to zero gives $T=g/[3k\ln(\theta_{\rm mix}/\theta_C)]=1559$ K; the full Debye model gives 1554 K. Above about 1550 K, AB becomes the stable phase of this model. Minimizing the free energy over all five phases confirms this: 50 K below the crossing the equilibrium state contains no AB, and 50 K above it the state is pure AB. Melting, anharmonicity and thermal expansion are left out, so this temperature indicates a scale. Electronic and antisite terms are left out too; with the values assumed for them in the next section, the crossing would fall by more than 300 K.

\section{Does the verdict survive in a 10 nm film?}

Four further effects can favour AB. Each is sized at 700 K with the sign that helps it.

\paragraph{Interface.} Let the film, of thickness $\ell=10$ nm, split into one layer of each product. Area $S$ contains $S\ell/\Omega$ atoms, where $\Omega=0.0125$ nm$^3$ is the atomic volume. One interface of energy $\gamma=0.5$ J/m$^2=3.12$ eV/nm$^2$ costs $\gamma\Omega/\ell=3.9$ meV/atom. The energies of the outer faces are held fixed.

\paragraph{Misfit and stress.} In an isotropic film with equal in-plane stresses $\sigma$ and a free normal direction, the in-plane strain is $e=(1-\nu)\sigma/Y$. The energy density is $\frac12(\sigma e+\sigma e)=Me^2$ with $M=Y/(1-\nu)$. For Young modulus $Y=150$ GPa and Poisson ratio $\nu=0.25$, $M=200$ GPa. A stress of 1 GPa in AB means $e_0=0.5\%$. If both products have the same $M$ and need a further strain $e=1\%$ to fit the rigid substrate, the cost is
\begin{equation}
M\Omega[(e_0+e)^2-e_0^2]=200\times0.0125\times2.0\times10^{-4}\ \text{GPa nm}^3=3.1\ \text{meV},
\end{equation}
since 1 GPa nm$^3=6.24$ eV. The products would then be under a stress of 3 GPa; if they relax by plastic flow, the cost is lower. With misfit of the opposite sign, the strain would go from $+0.5\%$ to $-0.5\%$ and the cost would vanish.

\paragraph{Electrons.} For a constant density of states $D_F$ per atom, both spins included, the chemical potential does not move with temperature. With $u$ now the electron energy from the Fermi level divided by $kT$, the thermal free energy is
\begin{equation}
-D_F(kT)^2\int_{-\infty}^{\infty}\ln(1+e^{-|u|})\,du=-\frac{\pi^2}{6}D_F(kT)^2 ,
\end{equation}
because expanding the logarithm gives $2(1-\frac14+\frac19-\dots)=\pi^2/6$. If AB has 0.5 states/(eV atom) more than the products, it gains 3.0 meV/atom.

\paragraph{Antisites.} Let a fraction $c$ of each sublattice be wrongly occupied, at $E_p=1$ eV per exchanged pair and without interaction. There are $c/2$ pairs per atom, so the free energy is $cE_p/2+kT[c\ln c+(1-c)\ln(1-c)]$. Setting its derivative to zero gives $E_p/2=-kT\ln[c/(1-c)]$. Substitution leaves $kT\ln(1-c)=-kT\ln(1+e^{-E_p/2kT})$, a gain of 0.015 meV/atom.

Together with 21.0 meV from vibrations, these effects supply 31 meV/atom. Of the static gap of 46 meV/atom, 15 remain, and AB is still unstable, provided that the outer faces keep their energies. This is a narrower result than the static one. With everything else held fixed, the interface term would have to rise from 3.9 to 18.9 meV/atom to cancel the gap. For two stacked layers, that happens at a thickness of $10\times3.9/18.9\simeq2$ nm, where separate bulk-like layers are already a doubtful picture. Even then AB need not be stable: products lying side by side, in parallel stripes of mean width $W$, have walls that cost only $\gamma\Omega/W$ per atom. This cost does not depend on the film thickness and falls as the stripes widen.

\section{Unstable, yet possibly present}

The argument also concluded that AB ``will not decompose''. That is a question of rate. For an atom hopping a distance $a$ to either side at rate $\Gamma$ each, the mean square displacement grows at the rate $\Gamma\langle(s+a)^2+(s-a)^2-2s^2\rangle=2\Gamma a^2$. With $D=\Gamma a^2$, the rms distance after time $t$ is $\sqrt{2Dt}$.

Take $D=D_0e^{-Q/kT}$ with $D_0=10^{-5}$ m$^2$/s, and one hour at 700 K. A barrier $Q=1.5$ eV gives about 1100 nm, far more than the film thickness, so diffusion would not prevent separation. A barrier of 2.5 eV gives 0.27 nm, of the order of one atomic spacing, and AB could survive the anneal as a metastable phase unless faster paths such as grain boundaries intervene. Nucleation can preserve AB even when diffusion is fast. Let a spherical nucleus of radius $r$ contain both products, and neglect strain and the boundary between them. It costs $4\pi r^2\gamma$ and gains $\frac43\pi r^3g/\Omega$, with $g$ taken at the anneal temperature. The net energy is largest at $r=2\gamma\Omega/g$, where it equals $16\pi\gamma^3\Omega^2/(3g^2)$. For $g=0.025$ eV/atom and $\gamma=0.5$ J/m$^2$ this barrier is about 127 eV, far too high for thermal fluctuations at 700 K; for $\gamma=0.1$ J/m$^2$ it is only about 1 eV. The second value is a rough estimate, because the nucleus then holds only about 80 atoms, too few for a reliable bulk picture. The neglected boundary between the products is not small: a flat boundary of the same $\gamma$ through the sphere adds about a quarter to the interface area, and since the barrier scales as the cube of the interface cost, it nearly doubles. Surfaces and grain boundaries can lower the barrier. Observing AB after the anneal would therefore not prove that it is stable.

Mechanical stability is a third question. The hull compares given structures; it does not show that AB resists small distortions. The Debye treatment assumes that it does.

\section{Bearing on real interconnect compounds}

Transition-metal aluminides are among the intermetallics considered for narrow interconnects. Roughly, their formation energies are tenths of an eV per atom and their Debye temperatures are a few hundred kelvin, so the model lies in their regime without describing any one of them. The stress of 1 GPa is an assumed value; in a real film it depends on deposition and thermal history. Real lines are polycrystalline, and their products need not form just two layers. Each extra interface across the 10 nm costs 3.9 meV/atom: with four interfaces the remaining 15 meV/atom falls to about 3, and with five it changes sign. AB is then favoured over that fine layering, but not over a coarser mixture of the same products. Extra interfaces can thus hinder decomposition without making AB the equilibrium phase. Real lines also touch liners and dielectrics. If these can react, they add rival phases, which cannot make AB more stable in the bulk comparison.

Errors in calculated energies matter on the same scale. If each of the three compound energies were wrong by up to 20 meV/atom, the gap could be wrong by up to $20(1+0.4+0.6)=40$ meV/atom. The static verdict would keep its sign. The bulk gaps with vibrations, 34 meV/atom at 400 K and 25 at 700 K, and the 15 meV/atom left for the film are smaller than this bound and might not.

\section{Recommendation}

The claim of stability should be withdrawn. The data support this statement instead: AB is stable against separation into A and B, but its static energy lies 0.046 eV/atom above that of a mixture of A$_3$B and AB$_2$, and with vibrations included the mixture remains favoured at 700 K, by 0.025 eV/atom if the energies are taken at face value. A revised claim should report the distance from the hull, the list of competing phases, and the temperature and film geometry assumed. If the case for AB rests on slow decomposition, it needs evidence that diffusion or nucleation is slow, which the formation energy of AB does not supply. The individual values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
A: x = 0.0000, E_f = 0.000 eV/atom, Debye temperature = 390 K
A3B: x = 0.2500, E_f = -0.220 eV/atom, Debye temperature = 380 K
AB: x = 0.5000, E_f = -0.330 eV/atom, Debye temperature = 360 K
AB2: x = 0.6667, E_f = -0.480 eV/atom, Debye temperature = 420 K
B: x = 1.0000, E_f = 0.000 eV/atom, Debye temperature = 410 K
atom fraction in A3B = 0.400, in AB2 = 0.600
mixture A + B at x = 0.5: 0.0000 eV/atom
mixture A3B + B at x = 0.5: -0.1467 eV/atom
mixture A + AB2 at x = 0.5: -0.3600 eV/atom
mixture A3B + AB2 at x = 0.5: -0.3760 eV/atom
gap of AB above the hull = 0.0460 eV/atom
same gap = 4.44 kJ/mol of atoms
energy of 5 AB -> A3B + 2 AB2 = -0.460 eV
wrong average with formula-unit weights = -0.3933 eV/atom
A3B lies below its best rivals by 0.0400 eV/atom
AB2 lies below its best rivals by 0.2600 eV/atom
slope A3B to AB = -0.440 eV, slope AB to AB2 = -0.900 eV
slope A3B to AB2 = -0.624 eV
smallest excess of AB in the scan of m = 0.0460 eV/atom
random phase sets: 200, candidate stable in 88
mean Debye temperature of the products = 403.5 K
gap with zero-point energy, T = 0: 0.0417 eV/atom
gap with vibrations at 400 K: 0.0337 eV/atom
gap with vibrations at 700 K: 0.0250 eV/atom
classical formula at 700 K: 0.0253 eV/atom
AB becomes stable above 1554 K (Debye), 1559 K (classical)
film thickness = 10 nm, atomic volume = 0.0125 nm^3
interface energy = 0.5 J/m^2, biaxial modulus = 200 GPa
Young modulus = 150 GPa, Poisson ratio = 0.25
film stress = 1.0 GPa, initial strain = 0.50 %, misfit = 1.0 %
state-density difference = 0.5 states/(eV atom)
antisite pair energy = 1.0 eV
kT at 700 K = 0.06032 eV
help to AB from vibrations = 20.96 meV/atom
help to AB from interface = 3.90 meV/atom
help to AB from misfit and stress = 3.12 meV/atom
help to AB from electrons = 2.99 meV/atom
help to AB from antisites = 0.015 meV/atom
sum of these = 30.99 meV/atom
gap that remains = 15.01 meV/atom
diffusion prefactor = 1e-05 m^2/s, anneal = 3600 s
rms diffusion distance, barrier 1.5 eV: 1.07e+03 nm
rms diffusion distance, barrier 2.5 eV: 0.269 nm
\end{verbatim}
